# Emission rates in transparent dielectrics: virtual and real cavity local fields, part 2

An excited emitter with transition dipole $d$ and frequency $\omega$ sits in a transparent, non-magnetic host. We seek its decay rate $\Gamma$ relative to the vacuum rate $\Gamma_0$. Hartree atomic units with $4\pi\epsilon_0=1$ and the time factor $e^{-i\omega t}$ are used, and $k_0=\omega/c$.

The host has real index $n$, $\varepsilon=n^2$, number density $N$ and atomic polarizability $\alpha$, with $x=4\pi N\alpha$ and $q=x/3=(\varepsilon-1)/(\varepsilon+2)$. A simple cubic host has spacing $\ell$. With $\mathcal G$ the field returned to a unit dipole $\mathbf e$,

$$\Gamma=2d^2\operatorname{Im}\mathcal G. \tag{5}$$

In vacuum $\operatorname{Im}\mathcal G_0=2k_0^3/3$. A dipole $\mathbf p$ produces the vacuum field $\mathsf T\mathbf p$, where $\mathsf T=A\,\mathsf 1+B\,\hat{\mathbf r}\hat{\mathbf r}$.

The local-field factors of the two models are

$$L_{\rm v}=\frac{n^2+2}{3}\quad\text{(virtual cavity)},\qquad
L_{\rm r}=\frac{3n^2}{2n^2+1}\quad\text{(real cavity)}. \tag{2}$$

For the virtual cavity, where the emitter leaves the host undisturbed, summing the scatterings in a cubic host gave

$$\boxed{\frac{\Gamma_{\rm v}}{\Gamma_0}=n\left(\frac{n^2+2}3\right)^2} \tag{16}$$

For the real cavity, the emitter is at the centre of an empty sphere of radius $a$ in a continuum, with $\xi=k_0a$. Its magnetic field is $\mathbf H=f(r)\sin\theta\,\hat{\boldsymbol\phi}$, and

$$E_r=\frac{2i}{k_0\varepsilon}\frac fr\cos\theta,\qquad E_\theta=-\frac{i}{k_0\varepsilon}\frac{(rf)'}r\sin\theta. \tag{17}$$

The outgoing and regular solutions are

$$h_1(s)=-e^{is}\left(\frac1s+\frac i{s^2}\right),\qquad j_1(s)=\operatorname{Re}h_1(s)=\frac{\sin s}{s^2}-\frac{\cos s}s, \tag{18}$$

with $s=k_0r$ inside and $s=nk_0r$ outside. Apart from a common amplitude, $k_0^3$ for a unit dipole,

$$f=h_1(k_0r)+R\,j_1(k_0r)\ \ (r<a),\qquad f=T\,h_1(nk_0r)\ \ (r>a). \tag{19}$$

The reflected field at a unit dipole is $\tfrac{2i}3k_0^3R$, so

$$\operatorname{Im}\mathcal G=\frac{2k_0^3}3(1+\operatorname{Re}R),\qquad\frac\Gamma{\Gamma_0}=1+\operatorname{Re}R. \tag{20}$$

Continuity of $f$ and $(rf)'/\varepsilon$ at the surface gives, with primes on brackets denoting $d/ds$,

$$h_1(\xi)+Rj_1(\xi)=Th_1(n\xi),\qquad
[sh_1]'_{\xi}+R[sj_1]'_{\xi}=\frac T{n^2}[sh_1]'_{n\xi}. \tag{21}$$

The example has $\omega=0.1$ hartree, $d=1$ a.u., $\alpha=10$ bohr³ and $N=0.006$ bohr⁻³, hence $k_0=7.2974\times10^{-4}$ bohr⁻¹, $n=1.4167$ and a vacuum lifetime of 46.69 ns.

### The same rate from the outgoing power

The power through a sphere is proportional to $r^2\operatorname{Re}(E_\theta H_\phi^*)$, and by (17) to $\operatorname{Im}[(rf)'(rf)^*]/\varepsilon$. Both $f$ and $(rf)'/\varepsilon$ are continuous, and $\varepsilon$ is real, so this quantity has the same value on the two sides of the surface.

Write $sh_1=J+iY$ with real $J$ and $Y$. Both obey the same second-order equation without a first derivative, so $JY'-J'Y$ is constant. At large $s$, $J\to-\cos s$ and $Y\to-\sin s$, which gives the value 1. Inside, $k_0rf=(1+R)J+iY$. The products $JJ'$ and $YY'$ have real coefficients and drop out of the imaginary part:

$$\operatorname{Im}\big[(rf)'(rf)^*\big]=\frac1{k_0}(1+\operatorname{Re}R)(JY'-J'Y)=\frac{1+\operatorname{Re}R}{k_0}.$$

Outside, the same steps give $|T|^2/(nk_0)$, and division by $\varepsilon=n^2$ gives $|T|^2/(n^3k_0)$. Hence

$$\frac\Gamma{\Gamma_0}=1+\operatorname{Re}R=\frac{|T|^2}{n^3}. \tag{22}$$

### The small-sphere limit

Expansion of (18) for small $s$ gives

$$h_1=-\frac i{s^2}\Big(1+\frac{s^2}2+\dots\Big),\qquad[sh_1]'=\frac i{s^2}\Big(1-\frac{s^2}2+\dots\Big),$$

and $j_1\approx s/3$, $[sj_1]'\approx2s/3$. The terms linear in $s$ cancel in the brackets, so the first corrections are of relative order $\xi^2$. Insert the leading terms into (21), multiply by $\xi^2$, and set $\rho_R=R\xi^3/3$ and $t=T/n^2$:

$$-i+\rho_R=-it,\qquad i+2\rho_R=\frac{it}\varepsilon. \tag{23}$$

The first equation gives $\rho_R=i(1-t)$. The second then reads $1+2(1-t)=t/\varepsilon$, or $3=t(2+1/\varepsilon)$. Therefore

$$t=\frac{3\varepsilon}{2\varepsilon+1}=L_{\rm r}. \tag{24}$$

With $T=n^2t$, (22) becomes $n^4t^2/n^3=nt^2$:

$$\boxed{\frac{\Gamma_{\rm r}}{\Gamma_0}=n\left(\frac{3n^2}{2n^2+1}\right)^2} \tag{25}$$

The radius has dropped out, as the dimensional argument required.

### Reaction field, computing and absorption

At leading order $R=3i(1-t)/\xi^3$ is imaginary and very large. The reflected field per unit dipole is

$$\frac{2i}3k_0^3R=\frac{2(t-1)}{a^3}=\frac{2(\varepsilon-1)}{(2\varepsilon+1)a^3}. \tag{26}$$

This is the static reaction field of the polarized host. For real $\varepsilon$ it shifts the level and leaves the rate unchanged. In a computation, however, it makes $1+\operatorname{Re}R$ a small real part beside a huge imaginary one. For the example below, with $a=5$ bohr and $\xi=3.649\times10^{-3}$, the imaginary part is about $3(0.201)/\xi^3\approx1.2\times10^7$ in size. The form $|T|^2/n^3$ contains no such large term. In this example both forms are accurate in ordinary double precision; the numerical check uses extended precision as a precaution and tests that they agree.

The same field shows why transparency is needed. Let $\varepsilon$ have a small imaginary part $\varepsilon''$. Since $(\varepsilon-1)/(2\varepsilon+1)=\tfrac12-\tfrac32/(2\varepsilon+1)$, the imaginary part of this ratio is $3\varepsilon''/|2\varepsilon+1|^2$. Equation (5) then gives an extra decay by direct heating of the host,

$$\frac{\Gamma_{\rm heat}}{\Gamma_0}=\frac{9\,\varepsilon''}{|2\varepsilon+1|^2(k_0a)^3}, \tag{27}$$

to leading order in $k_0a$. With $\varepsilon=2.007$ and $a=5$ bohr, an absorption as small as $\varepsilon''=(5.014)^2(3.649\times10^{-3})^3/9\approx1.4\times10^{-7}$ makes this channel as fast as vacuum emission. Equation (25) describes the radiative part, and the total rate can be quite different. A continuum description at such a radius is itself a model, so (27) is an estimate of size.

### Numbers for the real cavity

For $\omega=0.1$ hartree, $\alpha=10$ bohr³ and $N=0.006$ bohr⁻³, the index is $n=1.4167$ with $n^2=2.0071$. Then

$$L_{\rm r}=\frac{3(2.0071)}{2(2.0071)+1}=1.2008,\qquad\frac{\Gamma_{\rm r}}{\Gamma_0}=1.4167\times1.2008^2=2.043.$$

The vacuum lifetime of 46.69 ns becomes 22.85 ns, against 18.47 ns for the virtual cavity. These are values for a continuum with this index. In the simple cubic lattice with $N=0.006$ bohr⁻³ the spacing is 5.50 bohr, so a sphere of 5 bohr centred on a lattice site removes only one atom, and the relative rate at that vacancy is 2.26 rather than 2.04. The full Maxwell solution at $a=5$ bohr gives 2.04294, beside the limit 2.04296. Larger spheres give 2.026, 1.902 and 1.711 at $k_0a=0.1$, 0.3 and 0.5. From 0.1 to 0.3 the departure from the limit grows from 0.017 to 0.141, a factor of about 8. The leading $\xi^2$ law would give 9, so higher orders are already visible.

### First order in the host polarizability without a cavity model

To first order in $\alpha$ the change of rate is a sum over single host atoms. An atom at $\mathbf r$ receives the field $\mathsf T\mathbf e$, acquires the dipole $\alpha\mathsf T\mathbf e$, and returns $\alpha\,\mathbf e\!\cdot\!\mathsf T^2\mathbf e$ along the emitter dipole. Integrated over all directions of $\mathbf r$, $\mathbf e\!\cdot\!\mathsf T^2\mathbf e$ may be replaced by $\tfrac13\operatorname{Tr}\mathsf T^2$. Division by the vacuum value $2k_0^3/3$ gives

$$\frac{\Gamma}{\Gamma_0}-1=\frac{N\alpha}{2k_0^3}\operatorname{Im}\int_{r>a}\operatorname{Tr}\mathsf T^2\,d^3r. \tag{28}$$

The tensor has the eigenvalue $A$ twice and $A+B$ once. With $s=k_0r$,

$$A=k_0^3e^{is}\Big(\frac1s+\frac i{s^2}-\frac1{s^3}\Big),\qquad A+B=k_0^3e^{is}\Big(\frac2{s^3}-\frac{2i}{s^2}\Big).$$

Squaring and adding, with $d^3r=4\pi s^2ds/k_0^3$, turns the integral into $4\pi k_0^3I$, where

$$I=\int_\xi^\infty e^{2is}\Big(2+\frac{4i}s-\frac{10}{s^2}-\frac{12i}{s^3}+\frac6{s^4}\Big)ds. \tag{29}$$

An antiderivative is $e^{2is}(-i+2/s+4i/s^2-2/s^3)$. Its derivative has the coefficients $2i(-i)=2$ for the constant, $2i\cdot2=4i$ for $1/s$, $2i\cdot4i-2=-10$ for $1/s^2$, $2i(-2)-8i=-12i$ for $1/s^3$, and $6$ for $1/s^4$, as required. The wave train does not decay at infinity, so with a sharp outer boundary the coefficient of $x$ would oscillate by $\tfrac12$ about its mean as the boundary moves. Averaging over the position of a distant boundary removes the upper limit. The lower limit gives

$$\operatorname{Im}I=-\Big[-\cos2\xi+\frac{2\sin2\xi}\xi+\frac{4\cos2\xi}{\xi^2}-\frac{2\sin2\xi}{\xi^3}\Big].$$

As $\xi\to0$ the four terms in the bracket tend to $-1$, $4$, $4/\xi^2-8$ and $-4/\xi^2+8/3$. The divergent parts cancel, the bracket tends to $-7/3$, and $\operatorname{Im}I\to7/3$. The prefactor is $\tfrac12\cdot4\pi N\alpha=x/2$, so

$$\frac\Gamma{\Gamma_0}=1+\frac76x+O(\alpha^2). \tag{30}$$

Quadrature of the integral gives the coefficient 1.1377 at $k_0a=0.2$ and 1.1664 at $k_0a=0.02$, approaching $7/6=1.1667$. This derivation uses neither cavity formula, but it does take the host atoms as spread uniformly outside a sphere. Near the emitter $\operatorname{Im}(\mathbf e\!\cdot\!\mathsf T^2\mathbf e)\approx\tfrac43k_0^3(3\cos^2\theta-1)/r^3$, which sums to zero for spherical or cubic surroundings; an excluded region of lower symmetry changes the coefficient by an amount that depends on the direction of the dipole. For $k_0a\to0$ this change averages to zero over directions, because the static tensor has zero trace. At first order in $\alpha$ each path visits one host atom, so the way host atoms influence each other near the emitter cannot enter.

First order in $\alpha$ is not the same as first order in density. A host atom also radiates from its induced dipole, whose square averages to $2\alpha^2/r^6$ over directions in the near field. For independent atoms at random positions outside $a$, this adds $N\int_{r>a}(2\alpha^2/r^6)\,d^3r=\tfrac23x\,\alpha/a^3$ to the relative rate as $k_0a\to0$. The term is linear in $N$ but quadratic in $\alpha$, and it is small beside $\tfrac76x$ only if $\alpha\ll a^3$. For $\alpha=10$ bohr³, $a=5$ bohr and $N=0.0006$ bohr⁻³ it is 0.0040, larger than the difference between the two cavity formulas at that density.

### Expansion of the two formulas

Let $\delta=n^2-1$. Then $n=1+\tfrac12\delta-\tfrac18\delta^2+\dots$. The squared field factors are

$$L_{\rm v}^2=\Big(1+\frac\delta3\Big)^2=1+\frac{2\delta}3+\frac{\delta^2}9,$$

$$L_{\rm r}=\frac{1+\delta}{1+2\delta/3}=1+\frac\delta3-\frac{2\delta^2}9+\dots,\qquad L_{\rm r}^2=1+\frac{2\delta}3-\frac{\delta^2}3+\dots$$

Multiplication by $n$ gives

$$\frac{\Gamma_{\rm v}}{\Gamma_0}=1+\frac76\delta+\frac{23}{72}\delta^2+\dots,\qquad
\frac{\Gamma_{\rm r}}{\Gamma_0}=1+\frac76\delta-\frac18\delta^2+\dots$$

From $\delta=3q/(1-q)=x/(1-x/3)=x+x^2/3+\dots$, each coefficient of $x^2$ gains $\tfrac76\cdot\tfrac13=\tfrac7{18}$:

$$\frac{\Gamma_{\rm v}}{\Gamma_0}=1+\frac76x+\frac{17}{24}x^2+\dots,\qquad
\frac{\Gamma_{\rm r}}{\Gamma_0}=1+\frac76x+\frac{19}{72}x^2+\dots \tag{31}$$

Both agree with (30), and their difference is $\tfrac49x^2+O(x^3)$. With $\alpha=10$ bohr³, the relative rates are:

| $N$ (bohr⁻³) | virtual | real | $1+\tfrac76x$ |
|---|---|---|---|
| 0.0006 | 1.0922 | 1.0895 | 1.0880 |
| 0.002 | 1.3447 | 1.3101 | 1.2932 |
| 0.006 | 2.5276 | 2.0430 | 1.8796 |

At the lowest density the difference is 0.0027 and $\tfrac49x^2$ is 0.0025. At the highest they are 0.485 and 0.253, so the leading term then gives about half of the difference.

### What removing an atom changes

The two factors can be connected through a vacancy. Let $E_{\rm loc}$ be the field on a host atom in a light wave, without the atom's own field. The atom has the dipole $\alpha E_{\rm loc}$. Its neighbours respond to this dipole and send back $R_s\alpha E_{\rm loc}$, where $R_s$ is the reaction field per unit dipole. The rest of $E_{\rm loc}$ would be there without the atom. Hence the field at the empty site is

$$E_{\rm vac}=E_{\rm loc}(1-\alpha R_s). \tag{32}$$

The numerical check tests this identity on a cluster of 27 dipoles. There the centre field is 0.99371 with the atom and 0.95814 without it, and $0.99371(1-0.03579)$ reproduces the second value within rounding.

Now use the continuum reaction field (26), and give the sphere the volume of one atom, $\tfrac{4\pi}3a^3N=1$. Then $\alpha/a^3=q=(\varepsilon-1)/(\varepsilon+2)$ and

$$1-\alpha R_s=1-\frac{2(\varepsilon-1)^2}{(\varepsilon+2)(2\varepsilon+1)}=\frac{9\varepsilon}{(\varepsilon+2)(2\varepsilon+1)}=\frac{L_{\rm r}}{L_{\rm v}}. \tag{33}$$

The middle step uses $(\varepsilon+2)(2\varepsilon+1)=2\varepsilon^2+5\varepsilon+2$. In this model, removing one atom turns the virtual factor into the real one. The correction is quadratic in $\varepsilon-1$, which explains the agreement at first order. It is also positive, so for $n>1$ the real-cavity rate is the lower one. At large $n$ the separation is wide, since $L_{\rm r}$ tends to $3/2$ while $L_{\rm v}$ grows as $n^2/3$.

A vacancy in an actual lattice has a different $R_s$. By reciprocity, the wave amplitude radiated by an emitter is proportional to the field that an incoming wave produces at its place, so the rate at the vacancy is $nL_{\rm v}^2(1-\alpha R_s)^2$. To leading order $R_s=\alpha\sum_j(\mathsf T_j^2)_{zz}$ with static tensors, and the rate lies below the virtual-cavity value by $2\alpha R_s$. For a simple cubic lattice the sum gives $0.2128\,x^2$, compared with $0.4444\,x^2$ for the continuum sphere. The continuum places polarizable matter right up to $a=(3/4\pi)^{1/3}\ell=0.62\,\ell$, whereas the nearest lattice atoms are at $\ell$, and the reaction field weights each atom by $1/r^6$.

### Choosing a formula

Formula (16) applies to an emitter added at a site of full cubic symmetry in an otherwise undisturbed cubic host, in the point-dipole model. At a site of lower symmetry, such as the face centre of a simple cubic cell, the local field depends on direction and (16) does not hold. Formula (25) applies when the emitter displaces enough material for the surroundings to act as a continuum with an empty sphere in it, while $k_0a$ stays small. In a lattice this limit is approached slowly: for the simple cubic host of the example, removing 7, 27 or 257 atoms around a site gives relative rates of 2.19, 2.11 and 2.08, against 2.04 from (25). An emitter that replaces a single atom of the lattice fits neither derivation beyond first order in $x$; (32) with the lattice value of $R_s$ is then the better starting point. An emitter with a background polarizability of its own, a non-spherical cavity or an absorbing host needs a separate calculation. With a known index, both formulas can be evaluated directly from $n(\omega)$; $\alpha$ and $N$ enter the density expansion and the vacancy correction (32), which also depends on the lattice type.

## Numbers as computed

```
omega = 0.1 hartree, d = 1.0 a.u.
alpha = 10.0 bohr^3, cavity radius a = 5.0 bohr
k0 = 7.2974e-04 bohr^-1, k0*a = 3.6487e-03
vacuum rate = 5.1813e-10 a.u.
vacuum lifetime = 1.9300e+09 a.u. = 46.69 ns
N = 0.0006 bohr^-3: x = 0.07540, n = 1.03795, n^2 = 1.07734
  field factors: virtual 1.02578, real 1.02452
  rate/vacuum: virtual 1.09216, real 1.08947, first order 1.08796
  virtual-real = 0.00269, (4/9)x^2 = 0.00253
N = 0.002 bohr^-3: x = 0.25133, n = 1.12885, n^2 = 1.27431
  field factors: virtual 1.09144, real 1.07730
  rate/vacuum: virtual 1.34473, real 1.31012, first order 1.29322
  virtual-real = 0.03461, (4/9)x^2 = 0.02807
N = 0.006 bohr^-3: x = 0.75398, n = 1.41672, n^2 = 2.00709
  field factors: virtual 1.33570, real 1.20085
  rate/vacuum: virtual 2.52755, real 2.04296, first order 1.87965
  virtual-real = 0.48459, (4/9)x^2 = 0.25266
At the highest density:
  scattering-series rate/vacuum = 2.52755
  Maxwell cavity rate/vacuum, a = 5 bohr: 2.04294
  Maxwell cavity rate/vacuum, k0*a = 0.1: 2.02587
  Maxwell cavity rate/vacuum, k0*a = 0.3: 1.90241
  Maxwell cavity rate/vacuum, k0*a = 0.5: 1.71062
  virtual: rate 1.3096e-09 a.u., lifetime 18.47 ns
  real: rate 1.0585e-09 a.u., lifetime 22.85 ns
Pair integral, coefficient of x: k0*a=0.2: 1.13768, k0*a=0.02: 1.16637, 7/6 = 1.16667
Series in x, virtual: [1, 7/6, 17/24]  real: [1, 7/6, 19/72]
Lorentz field/P: site 4.18882, body centre 4.18877, 4pi/3 = 4.18879
Cluster of 27 dipoles, alpha = 0.05 spacing^3, unit field:
  centre field with atom 0.99371, without 0.95814, alpha*reaction 0.03579
Coefficient of x^2 in the rate difference: continuum 0.4444, cubic vacancy 0.2128
```
